# Vectors and plane of the top eigenvalue pair of Wilkinson's matrix

**Problem.** Wilkinson's matrix $W=W_{21}^+$ is the $21\times21$ symmetric tridiagonal matrix with diagonal entries $|j|$, $j=-10,\dots,10$, and all off-diagonal entries equal to 1. All quantities are dimensionless. Order its eigenvalues as $\lambda_1\ge\lambda_2\ge\lambda_3\ge\dots$, with orthonormal eigenvectors $x_1,x_2,\dots$

A double-precision diagonalization is run on 200 random reorderings of the 21 sites. Reordering leaves the exact problem unchanged but alters the rounding. The approximate pairs $(\theta,y)$ for the two largest eigenvalues, both near 10.746, have residuals $\|Wy-\theta y\|\le 2.25\times10^{-14}$.

(a) Are the two eigenvalues distinct, and what is their gap? (b) How accurate are the two eigenvectors, and how accurate is the plane they span? (c) Can the individual eigenvectors be recovered?

## A tempting solution

The residual relative to $\|W\|=\lambda_1$ is at most $2.25\times10^{-14}/10.746\approx2\times10^{-15}$. The eigenvalue equation therefore holds to more than 14 digits, so each eigenvector is correct to about 14 digits, and the plane is too.

## Where it fails

The first sentence is right, but the inference to the eigenvectors is not. Let $r=Wy-\theta y$ and take the component along $x_2$ of a vector $y$ meant to approximate $x_1$:
$$x_2^Tr=(\lambda_2-\theta)\,x_2^Ty\quad\Rightarrow\quad |x_2^Ty|\le\frac{\|r\|}{|\theta-\lambda_2|}.$$
The residual must be divided by the distance to the other eigenvalue. If that distance is itself about $10^{-13}$, a residual of $2\times10^{-14}$ still allows an unwanted component of 0.2. The gap is therefore needed first.

## (a) The gap

**Parity.** $W$ commutes with the reflection $J:\,j\to-j$, so eigenvectors can be chosen even or odd.

- An odd vector vanishes at $j=0$. Its values on $j=1,\dots,10$ form an eigenvector of the tridiagonal block $B$ with diagonal $1,\dots,10$ and off-diagonals 1.
- In the basis $e_0,\ (e_j+e_{-j})/\sqrt2$, the even problem is $B$ bordered by the centre site, with diagonal entry 0 and coupling $2/\sqrt2=\sqrt2$.

Since $W$ is non-negative and connected, the Perron–Frobenius theorem makes $\lambda_1$ simple and $x_1$ positive, hence even. Deleting the centre site from the even problem leaves $B$, so by interlacing the top eigenvalue of $B$ lies between the two largest even eigenvalues. Hence $\lambda_2$ is the top eigenvalue of $B$, and $x_2$ is odd.

The eigenvalues of $W$ are all distinct. In a tridiagonal matrix with non-zero off-diagonals, the first component and the eigenvalue fix the whole vector, so no eigenvalue has two independent eigenvectors. Thus $\lambda_1>\lambda_2>\lambda_3$.

**Position.** Let $s_j$ be the odd solution, with $s_0=0$ and $s_1=1$. Row $j$ of the eigenvalue equation gives
$$s_{j+1}=(\lambda_2-j)s_j-s_{j-1}.$$
The ratios $q_j=s_{j+1}/s_j$ obey $q_1=\lambda_2-1$ and $q_j=\lambda_2-j-1/q_{j-1}$. The chain ends at site 10, so $(\lambda_2-10)s_{10}=s_9$, or
$$\lambda_2-10=\frac1{q_9}=\cfrac{1}{\lambda_2-9-\cfrac{1}{\lambda_2-8-\cdots-\cfrac1{\lambda_2-1}}}.$$

Now regard $\lambda_2$ as a variable $\lambda$. The $q_j$ are the pivots in the elimination of $\lambda-A$, where $A$ is the block with diagonal $1,\dots,9$, and $1/q_9$ is the last diagonal element of $(\lambda-A)^{-1}$. By Gershgorin's theorem, no eigenvalue of $A$ exceeds 10. For $\lambda>10$ the pivots are therefore positive and $1/q_9$ decreases with $\lambda$, while $\lambda-10$ increases from zero. There is one root above 10, and it is the top eigenvalue of $B$. A bracketing root finder on $[10.5,11]$ gives $\lambda_2=10.7461941829033$. Positive pivots also mean that $s_j>0$ for $j\ge1$.

**An identity for the gap.** Let $t_j$ be the even solution for $\lambda_1$, with $t_0=1$. The centre row, $\lambda_1t_0=2t_1$, gives $t_1=\lambda_1/2$. For $j=1,\dots,10$, with $s_{11}=t_{11}=0$,
$$\lambda_1t_j=t_{j-1}+jt_j+t_{j+1},\qquad \lambda_2s_j=s_{j-1}+js_j+s_{j+1}.$$
Multiply the first equation by $s_j$ and the second by $t_j$, then subtract; the terms with $j\,s_jt_j$ cancel. With $\delta=\lambda_1-\lambda_2$ and $D_j=s_{j+1}t_j-t_{j+1}s_j$, what remains is
$$\delta\,s_jt_j=(s_jt_{j-1}-t_js_{j-1})-(s_{j+1}t_j-t_{j+1}s_j)=D_{j-1}-D_j.$$
The sum over $j$ telescopes to $D_0-D_{10}$. Here $D_{10}=0$ and $D_0=s_1t_0-t_1s_0=1$, so
$$\boxed{\;\delta=\frac{1}{\sum_{j=1}^{10}s_jt_j}\;}$$

Every term is positive, and no nearly equal numbers are subtracted to form $\delta$. The double-precision value of $\lambda_2$ can serve in both recurrences, because a shift of $10^{-13}$ in $\lambda$ changes the terms only by a comparably small relative amount. The outer sites give:

| $j$ | $s_j$ | $t_j$ |
|---|---|---|
| 7 | $1.086672\times10^5$ | $5.725955\times10^5$ |
| 8 | $3.832970\times10^5$ | $2.019690\times10^6$ |
| 9 | $9.439408\times10^5$ | $4.973866\times10^6$ |
| 10 | $1.265007\times10^6$ | $6.665645\times10^6$ |

In units of $10^{13}$, the products for $j=10,9,8,7$ are $0.8432$, $0.4695$, $0.0774$ and $0.0062$. With the small remaining terms, the sum is $1.39665648\times10^{13}$, so
$$\delta=7.15996\times10^{-14}.$$
Diagonalization in 40-digit arithmetic gives the eigenvalues themselves:
$$\lambda_1=10.746194182903393,\qquad\lambda_2=10.746194182903322,\qquad \lambda_3=9.210679.$$

The gap is small because both solutions grow at every site on the way out from the centre, to more than $10^6$ at the end, which makes the sum large. Normalized to unit length, $x_1$ and $x_2$ sit at the two ends and are tiny in the middle. For $-W$, whose diagonal $-|j|$ is lowest at the two ends, $x_1$ and $x_2$ are the two lowest states, and $\delta$ is the tunnel splitting of two equal wells.

Doubles near 10 are spaced by $1.776\times10^{-15}$, so $\delta$ is only 40.3 spacings. Subtracting two double-precision eigenvalues can return only whole multiples of this spacing.

## (b) The vectors

Take any unit vector of the plane, $y=\cos\varphi\,x_1+\sin\varphi\,x_2$. Its Rayleigh quotient is $\rho=\lambda_1\cos^2\varphi+\lambda_2\sin^2\varphi$, so $\lambda_1-\rho=\delta\sin^2\varphi$ and $\lambda_2-\rho=-\delta\cos^2\varphi$. Therefore
$$r=Wy-\rho y=\delta\sin\varphi\cos\varphi\,(\sin\varphi\,x_1-\cos\varphi\,x_2),\qquad \|r\|=\frac{\delta}{2}|\sin2\varphi|.$$
This never exceeds $\delta/2=3.58\times10^{-14}$. A stopping test that asks for a residual below $10^{-13}$ accepts every vector of the plane, including the equal mixtures that live at one end of the chain.

Such a $y$ is also an exact eigenvector of a nearby matrix. Since $r^Ty=0$,
$$\left[W-(ry^T+yr^T)\right]y=Wy-r=\rho y.$$
The change exchanges the directions of $y$ and $r$ with factor $\|r\|$, so its norm is $\|r\|$. For small $\varphi$, $\|r\|\approx\delta|\varphi|$: a suitably chosen perturbation of norm $\varepsilon\ll\delta$ turns the vectors by about $\varepsilon/\delta$.

**A specific perturbation.** Raise the entry at $j=-10$ by $\eta$. Let $a$ and $b$ be the components of $x_1$ and $x_2$ there, with signs chosen so that both are positive. From the 40-digit eigenvectors, $a=b=0.549424$ to six digits. Within the plane the matrix becomes
$$\begin{pmatrix}\lambda_1+\eta a^2&\eta ab\\ \eta ab&\lambda_2+\eta b^2\end{pmatrix}.$$
The Rayleigh quotient of $(\cos\varphi,\sin\varphi)$ is a constant plus $\tfrac12[\delta+\eta(a^2-b^2)]\cos2\varphi+\eta ab\sin2\varphi$. It is largest at
$$\tan2\varphi=\frac{2\eta ab}{\delta+\eta(a^2-b^2)}\approx\frac{2\eta a^2}{\delta}.$$
Coupling to the other eigenvectors changes the matrix elements only at order $\eta^2$.

For $\eta=10^{-13}$, $\tan2\varphi=2(0.301867)\times10^{-13}/(7.15996\times10^{-14})=0.843$, so $\varphi=20.1^\circ$. One spacing, $\eta=1.776\times10^{-15}$, already gives $0.43^\circ$. For $\eta=10^{-10}$ the angle is $44.97^\circ$, and each vector sits almost entirely at one end.

**What rounding does.** In the 200 double-precision runs, the unwanted component $|x_2^Ty|$ of the computed first vector has median $0.025$ and maximum $0.23$. These figures belong to one set of orderings and one library routine; other choices give medians near 0.02 and maxima between about 0.1 and 0.2. About 14 of 16 digits are typically lost. The loss reflects sensitivity, not ambiguity: the exact eigenvectors of the exact matrix are unique up to sign.

## (b) The plane

Let the orthonormal columns of $\hat X$ be the two computed vectors, and let $\hat\Lambda=\mathrm{diag}(\hat\lambda_1,\hat\lambda_2)$ with $\hat\lambda_1\ge\hat\lambda_2>\lambda_3$. Define $R=W\hat X-\hat X\hat\Lambda$. Let $Y$ hold the other 19 exact eigenvectors, with eigenvalues $\Lambda_Y$. The spectral norm of $S=Y^T\hat X$ is the sine of the largest angle between the computed and exact planes. Since $Y^TW=\Lambda_YY^T$,
$$\Lambda_YS-S\hat\Lambda=Y^TR.$$

Subtract the midpoint $m=(\lambda_3+\lambda_{21})/2$ from both diagonal matrices, which leaves the left side unchanged, and let $h=(\lambda_3-\lambda_{21})/2$. Then $\|(\Lambda_Y-m)S\|\le h\|S\|$. Also $\|S(\hat\Lambda-m)\|\ge(\hat\lambda_2-m)\|S\|$, because $(\hat\Lambda-m)^{-1}$ has norm $1/(\hat\lambda_2-m)$. By the triangle inequality, and since $m+h=\lambda_3$,
$$\boxed{\;\|S\|\le\frac{\|R\|}{\hat\lambda_2-\lambda_3}\;}$$

The tiny gap $\delta$ has dropped out; the relevant distance is $\lambda_2-\lambda_3=1.5355$. If $\hat X$ holds the top two exact eigenvectors of $W+E$, with $E$ symmetric, then $R=-E\hat X$ and $\|R\|\le\|E\|$. Weyl's inequality $\hat\lambda_2\ge\lambda_2-\|E\|$ then gives
$$\|S\|\le\frac{\|E\|}{\lambda_2-\lambda_3-\|E\|},\qquad \|E\|<\lambda_2-\lambda_3 .$$

For the corner perturbation $\eta=10^{-10}$, which turns the vectors by almost $45^\circ$, the plane tilts by an angle of sine $2.9\times10^{-11}$. In the 200 runs $\|R\|$ is at most $2.25\times10^{-14}$, so the bound is $1.5\times10^{-14}$; the largest tilt found is about $6\times10^{-15}$. The plane has the accuracy that the tempting solution claimed for the vectors.

## (c) Recovering the vectors

A smaller residual tolerance is no practical cure. To guarantee a vector error below $10^{-6}$ from the residual alone, the tolerance would have to be near $10^{-6}\delta\approx7\times10^{-20}$, far below the spacing of doubles near 10. The reflection $J$ supplies what the eigenvalues cannot: on the plane it has the well-separated eigenvalues $+1$ (for $x_1$) and $-1$ (for $x_2$).

Split $\hat X=(x_1\;x_2)C+Z$, with $Z$ orthogonal to the exact plane and $\|Z\|=\|S\|$. Since $J$ preserves the plane and its complement, the cross terms vanish:
$$\hat X^TJ\hat X=C^T\begin{pmatrix}1&0\\0&-1\end{pmatrix}C+Z^TJZ,\qquad C^TC=1-Z^TZ.$$
Apart from terms of order $\|S\|^2$, $C$ is orthogonal. The eigenvector $w$ of this $2\times2$ matrix with eigenvalue near $+1$ therefore gives $\hat Xw=\pm x_1$, with an error of order $\|S\|$; the other eigenvector gives $x_2$. The argument needs orthonormal columns, so the two computed vectors are first re-orthonormalized (a QR step, which leaves their plane unchanged). In the 200 runs the largest error norm of $x_1$ obtained this way is $4.6\times10^{-15}$.

The same steps, re-orthonormalization included, work when the double-precision results are rounded to single precision for storage. The unwanted component stays at median $0.025$, the plane is then tilted by at most $3.3\times10^{-8}$, and the repaired $x_1$ is in error by at most $3.3\times10^{-8}$. If the diagonalization itself is done in single precision, numbers near 10 are spaced by $2^{-20}\approx10^{-6}$, far more than $\delta$, and the estimates above put no useful limit on the mixing. The bound on the plane still applies, with a correspondingly larger $\|R\|$, so the repair still works to the accuracy of the plane, provided the two vectors are re-orthonormalized first; without that step their loss of orthogonality can exceed the tilt and limit the result.

The repair requires that the reflection be a true symmetry of the intended matrix. If one corner entry really is larger by $10^{-12}$, the correct eigenvectors are turned by $41.6^\circ$, and imposing parity would give the wrong ones.
